**Critical angle for total external X-ray reflection from silicon**

The program tests $\cos\theta_c=1-\delta$, where $\theta_c$ is the critical grazing angle and $\delta$ is the index decrement. For $\delta=7.6\times10^{-6}$ it prints $\theta_c=3.8987$ mrad, or $0.2234^\circ$. It asserts that minimizing the optical path between a point in vacuum and a point in silicon reproduces Snell's law and, for a very distant silicon point, the same critical angle. It also integrates the wave equation numerically and asserts total reflection and the predicted field decay at $\theta_c/2$ without absorption. With the absorption index $\beta=1.75\times10^{-7}$, from a rough attenuation length of 70 µm, it asserts that the integrated wave and the Fresnel formula agree at 0.9, 1.0 and 1.1 $\theta_c$. The output shows that absorption lowers the reflectivity at $\theta_c$ from 1 to 0.653, while the steepest point of the edge moves by only 0.31 %. A free-electron estimate of $\delta$ is asserted to lie within 5 % of the given value; the printed difference is −2.1 %.

## Check in Python

```python
"""Critical grazing angle for total external X-ray reflection from silicon.

Result under test: cos(theta_c) = 1 - delta, so theta_c is close to
sqrt(2*delta), and a lossless thick mirror reflects totally below theta_c.
theta : grazing angle from the surface; index n = 1 - delta + i*beta
delta : index decrement; beta : absorption index; k : vacuum wavenumber
Lengths are in nm and angles in rad unless a name says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

mp.mp.dps = 50

# Inputs: the given decrement, and rough values for a copper-tube beam
delta = 7.6e-6
energy_keV = 8.05
attenuation_um = 70.0

wavelength = const.h * const.c / (energy_keV * 1e3 * const.e) * 1e9
k = 2 * np.pi / wavelength
beta = wavelength / (4 * np.pi * attenuation_um * 1e3)

# Critical angle: closed form and small-angle form
delta_mp = mp.mpf(delta)
theta_exact = 2 * mp.asin(mp.sqrt(delta_mp / 2))
theta_small = mp.sqrt(2 * delta_mp)
small_angle_error = float(1 - theta_small / theta_exact)
theta_c = float(theta_exact)
assert abs(theta_exact - mp.acos(1 - delta_mp)) < mp.mpf("1e-40")
assert abs(small_angle_error / (delta / 12) - 1) < 1e-4


def fermat_crossing(run):
    """Surface crossing of the quickest path from height 1 in vacuum to
    depth 1 in silicon, with horizontal separation run."""
    index = 1 - delta_mp
    run = mp.mpf(run)

    def optical_path(x):
        return mp.sqrt(x**2 + 1) + index * mp.sqrt((run - x)**2 + 1)

    low, high = mp.mpf(0), run
    for _ in range(250):
        third = (high - low) / 3
        if optical_path(low + third) < optical_path(high - third):
            high = high - third
        else:
            low = low + third
    return (low + high) / 2


# Snell's law for grazing angles, from the least optical path
run = mp.mpf(500)
crossing = fermat_crossing(run)
theta_in = mp.atan(1 / crossing)
theta_out = mp.atan(1 / (run - crossing))
assert abs(mp.cos(theta_in) - (1 - delta_mp) * mp.cos(theta_out)) < 1e-15
assert theta_out < theta_in

# A very distant silicon point forces the refracted ray along the surface
theta_fermat = float(mp.atan(1 / fermat_crossing(10**6)))
assert abs(theta_fermat / theta_c - 1) < 1e-6


def fresnel_reflectivity(theta, absorption):
    """Reflectivity of a thick mirror, electric field along the surface."""
    index = 1 - delta + 1j * absorption
    s = np.sqrt(index**2 - np.cos(theta)**2 + 0j)
    s = np.where(s.imag < 0, -s, s)
    return np.abs((np.sin(theta) - s) / (np.sin(theta) + s))**2


def integrate_wave(theta, absorption, thickness, depths):
    """Integrate the wave equation from the back of a thick slab to z = 0.
    Return the reflectivity and the field at the requested depths."""
    index = 1 - delta + 1j * absorption
    kz = k * np.sin(theta)
    coefficient = k**2 * (index**2 - np.cos(theta)**2)

    def slope(z, y):
        return np.array([y[1], -coefficient * y[0]])

    points = sorted(list(depths) + [0.0], reverse=True)
    sol = solve_ivp(slope, (thickness, 0.0), np.array([1.0 + 0j, 1j * kz]),
                    method="DOP853", t_eval=points, rtol=1e-10, atol=1e-12)
    assert sol.success
    field, derivative = sol.y[0, -1], sol.y[1, -1]
    r = (1j * kz * field - derivative) / (1j * kz * field + derivative)
    return abs(r)**2, sol.y[0]


# Lossless mirror below the critical angle: total reflection and decay
theta_half = 0.5 * theta_c
R_half, fields = integrate_wave(theta_half, 0.0, 600.0, [10.0, 30.0])
kappa_wave = np.log(abs(fields[1] / fields[0])) / 20.0
kappa = k * np.sqrt(np.cos(theta_half)**2 - (1 - delta)**2)
assert abs(R_half - 1) < 1e-7
assert abs(kappa_wave / kappa - 1) < 1e-6

# Reflectivity with and without absorption around the critical angle
ratios = [0.9, 1.0, 1.1]
R_lossless = [float(fresnel_reflectivity(f * theta_c, 0.0)) for f in ratios]
R_lossy = [float(fresnel_reflectivity(f * theta_c, beta)) for f in ratios]
for f, R in zip(ratios, R_lossy):
    R_wave, _ = integrate_wave(f * theta_c, beta, 4000.0, [])
    assert abs(R_wave - R) < 1e-6
assert abs(R_lossless[0] - 1) < 1e-9
assert R_lossless[2] < 0.5
assert R_lossy[1] < 0.9

# Steepest point of the rounded edge
angles = theta_c * np.linspace(0.95, 1.05, 20001)
edge_slope = np.gradient(fresnel_reflectivity(angles, beta), angles)
theta_steep = angles[np.argmin(edge_slope)]
assert abs(theta_steep / theta_c - 1) < 0.02

# Free-electron estimate of the decrement: 8 atoms of 14 electrons per cell
cell = const.physical_constants["lattice parameter of silicon"][0] * 1e9
r_e = const.physical_constants["classical electron radius"][0] * 1e9
electron_density = 8 * 14 / cell**3
delta_free = r_e * wavelength**2 * electron_density / (2 * np.pi)
assert abs(delta_free / delta - 1) < 0.05

theta_shifted = 2 * np.arcsin(np.sqrt(1.01 * delta / 2))
sensitivity = 100 * (theta_shifted / theta_c - 1)

print(f"Index decrement delta (given): {delta:.2e}")
print(f"Photon energy (rough): {energy_keV:.2f} keV")
print(f"Vacuum wavelength: {wavelength:.4f} nm")
print(f"Vacuum wavenumber k: {k:.3f} 1/nm")
print(f"2*delta: {2 * delta:.3e}")
print(f"Critical angle, small-angle form: {float(theta_small)*1e3:.4f} mrad")
print(f"Critical angle, exact form: {theta_c * 1e3:.4f} mrad")
print(f"Critical angle, exact form: {np.degrees(theta_c):.4f} degrees")
print(f"Critical angle from least path: {theta_fermat * 1e3:.4f} mrad")
print(f"Relative small-angle error: {small_angle_error:.2e}")
print(f"Change of theta_c for +1 % in delta: {sensitivity:.3f} %")
print(f"Half the critical angle: {theta_half * 1e3:.4f} mrad")
print(f"Decay constant kappa there: {kappa:.4f} 1/nm")
print(f"Field 1/e depth there: {1 / kappa:.2f} nm")
print(f"Wave-equation reflectivity there, lossless: {R_half:.6f}")
print(f"Attenuation length (rough): {attenuation_um:.0f} um")
print(f"Absorption index beta: {beta:.2e}")
print(f"Ratio beta/delta: {beta / delta:.4f}")
for f, R0, R1 in zip(ratios, R_lossless, R_lossy):
    print(f"Reflectivity at {f:.1f} theta_c, lossless: {R0:.3f}")
    print(f"Reflectivity at {f:.1f} theta_c, absorbing: {R1:.3f}")
print(f"Steepest edge point, absorbing: {np.degrees(theta_steep):.4f} degrees")
print(f"Its shift from theta_c: {100 * (theta_steep / theta_c - 1):.2f} %")
print(f"Silicon lattice parameter: {cell:.4f} nm")
print(f"Electron density: {electron_density:.1f} 1/nm^3")
print(f"Free-electron delta: {delta_free:.2e}")
print(f"Its difference from given delta: {100*(delta_free/delta - 1):.1f} %")
print("PASS")
```

Printed output:

```
Index decrement delta (given): 7.60e-06
Photon energy (rough): 8.05 keV
Vacuum wavelength: 0.1540 nm
Vacuum wavenumber k: 40.795 1/nm
2*delta: 1.520e-05
Critical angle, small-angle form: 3.8987 mrad
Critical angle, exact form: 3.8987 mrad
Critical angle, exact form: 0.2234 degrees
Critical angle from least path: 3.8987 mrad
Relative small-angle error: 6.33e-07
Change of theta_c for +1 % in delta: 0.499 %
Half the critical angle: 1.9494 mrad
Decay constant kappa there: 0.1377 1/nm
Field 1/e depth there: 7.26 nm
Wave-equation reflectivity there, lossless: 1.000000
Attenuation length (rough): 70 um
Absorption index beta: 1.75e-07
Ratio beta/delta: 0.0230
Reflectivity at 0.9 theta_c, lossless: 1.000
Reflectivity at 0.9 theta_c, absorbing: 0.909
Reflectivity at 1.0 theta_c, lossless: 1.000
Reflectivity at 1.0 theta_c, absorbing: 0.653
Reflectivity at 1.1 theta_c, lossless: 0.170
Reflectivity at 1.1 theta_c, absorbing: 0.169
Steepest edge point, absorbing: 0.2241 degrees
Its shift from theta_c: 0.31 %
Silicon lattice parameter: 0.5431 nm
Electron density: 699.2 1/nm^3
Free-electron delta: 7.44e-06
Its difference from given delta: -2.1 %
PASS
```
